# Capacitance-Gradient Averaging in Amplitude-Modulated Kelvin Force Microscopy, part 1

(Sections cited here and not found follow in the second part.)

## I. The null bias as a weighted average

### The form fixed by symmetry

A metal tip is held at a gap $z$ above a metal surface made of patches $i=1,2,\dots$ with different work functions. Let $\psi_t$ be the electrostatic potential just outside the tip and $\psi_i$ that just outside patch $i$. The field in the gap is linear in these potentials, and the electrostatic stress is quadratic in the field. The vertical force on the tip, counted positive away from the sample, is therefore a quadratic form,

$$F=\tfrac12 a\,\psi_t^2+\psi_t\sum_i b_i\psi_i+\tfrac12\sum_{ij}d_{ij}\psi_i\psi_j ,\tag{1}$$

whose coefficients depend on geometry alone. An alternating tip voltage probes the derivative

$$\frac{\partial F}{\partial\psi_t}=a\,\psi_t+\sum_i b_i\psi_i .\tag{2}$$

Adding one constant to every potential changes no field, so it cannot change $F$ or this derivative. Hence $a+\sum_i b_i=0$. With $g_i=-b_i$, and so $a=\sum_i g_i$,

$$\frac{\partial F}{\partial\psi_t}=\sum_i g_i(\psi_t-\psi_i).\tag{3}$$

This vanishes when $\psi_t=\sum_i g_i\psi_i/\sum_i g_i$, an average of the patch potentials whose weights sum to one. Nothing in the argument singles out the patch beneath the tip.

Dimensions indicate what the weights are. Each $g_i$ is a force divided by a squared potential. Since force times length is charge times potential, $g_i$ has the dimension of capacitance divided by length. It remains to show that $g_i$ is the derivative with respect to $z$ of the capacitance between the tip and patch $i$, and to find its sign and size.

The algebra uses atomic units: the elementary charge, the electron mass, $\hbar$ and $4\pi\varepsilon_0$ all equal one. Capacitance is then a length, and a capacitance gradient is a pure number. To return to SI units, multiply it by $4\pi\varepsilon_0$.

### From work functions to contact potentials

The bias $V$ is applied to the tip and the sample is grounded. Take the sample Fermi level as the zero of electron energy. An electron has charge $-1$, so the tip Fermi level lies at $-V$. The work function $\phi$ is the energy needed to take an electron from the Fermi level to a point just outside the metal, where its energy is $-\psi$. Therefore

$$-\psi_t=-V+\phi_t,\qquad -\psi_i=0+\phi_i .\tag{4}$$

The drop from tip to patch is

$$\psi_t-\psi_i=V-\phi_t+\phi_i=V-V_i,\qquad V_i=\phi_t-\phi_i .\tag{5}$$

$V_i$ is the local contact potential: the tip bias that would remove the field if the whole surface were like patch $i$. In SI units it is $(\phi_t-\phi_i)/e$. A patch with a higher work function has a more negative $V_i$. If the bias were applied to the sample instead, the sign of the compensating voltage would be reversed.

Two assumptions enter here. The metals screen well enough for each patch to have a definite surface potential, and the work functions do not respond to the bias. A semiconductor whose band bending follows the tip voltage violates the second assumption. Its $\psi_i$ then varies during the drive cycle, and the results below do not apply without a model of that response.

### The charge on the tip

The tip charge $Q$ is linear in the potentials and vanishes when they are all equal, provided that the sample extends far beyond the tip in all lateral directions and no other conductor is near. Any other nearby conductor must be counted as a further patch. Thus

$$Q=\sum_i C_i(z)\,(\psi_t-\psi_i)=\sum_i C_i(z)\,(V-V_i),\tag{6}$$

which defines the partial capacitance $C_i$.

Reciprocity gives a way to calculate it. In state A the tip is at unit potential and the whole sample surface at zero. In state B the tip is at zero and patch $i$, taken to be of finite size, is at unit potential, with all other patches at zero. Both potentials satisfy Laplace's equation in the gap and fall off at large distance. Green's identity then gives

$$\oint\left(\psi^A\,\partial_n\psi^B-\psi^B\,\partial_n\psi^A\right)dS=0 ,$$

where the integral covers all the metal surfaces. The surface charge density is $-\partial_n\psi/4\pi$, with the normal pointing out of the metal. The first term is therefore proportional to the tip charge in state B, and the second to the charge on patch $i$ in state A. These two charges are equal:

$$Q^B_t=q_i^A .\tag{7}$$

By Eq. (6), $Q_t^B=-C_i$. So $C_i$ is the charge induced on the area of patch $i$, with its sign reversed, when a tip at unit potential stands above a uniform grounded surface. A patched problem has been replaced by an unpatched one. Dividing the surface finely gives a density $c(r)$, with $C_i=\int_i c\,dA$. The contribution of an unbounded surround follows by subtracting the finite patches from the total capacitance.

Each $C_i$ is positive, because field lines run from the positive tip to the grounded plane. The sign of its derivative is not settled by this fact, and the second half shows that it can differ from place to place.

### The force at fixed bias

Label all the conducting regions, tip and patches, by $a$ and $b$, and let $C_{ab}=C_{ba}$ be their mutual capacitances. The charges are $Q_a=\sum_b C_{ab}(\psi_a-\psi_b)$. The field energy is

$$U=\tfrac12\sum_a\psi_aQ_a=\tfrac12\sum_{ab}C_{ab}\,\psi_a(\psi_a-\psi_b).$$

Exchanging the labels and taking half the sum of the two expressions gives

$$U=\tfrac14\sum_{ab}C_{ab}(\psi_a-\psi_b)^2=\tfrac12\sum_{a<b}C_{ab}(\psi_a-\psi_b)^2 .\tag{8}$$

Now raise the tip by $dz$ at constant bias. The battery does work $V\,dQ_t$. Adding positive charge $dQ_a$ to a metal means taking out $dQ_a$ electrons, which costs $\phi_a\,dQ_a$ in addition to the field energy. The tip does work $F\,dz$ on whatever holds it. Energy conservation reads

$$V\,dQ_t=dU+\phi_t\,dQ_t+\sum_i\phi_i\,dQ_i+F\,dz .$$

Moving the work-function terms to the left and using Eq. (4), with $\psi_t=V-\phi_t$ and $\psi_i=-\phi_i$,

$$\sum_a\psi_a\,dQ_a=dU+F\,dz .\tag{9}$$

The potentials are constant, so $U=\frac12\sum_a\psi_aQ_a$ gives $\sum_a\psi_a\,dQ_a=2\,dU$. Therefore $F\,dz=dU$, with a plus sign:

$$F=\left.\frac{\partial U}{\partial z}\right|_{\psi}.$$

The sources supply twice the increase in field energy, and the other half appears as mechanical work. Separating the tip-patch pairs from the patch-patch pairs in Eq. (8), and writing a prime for $d/dz$,

$$F=\tfrac12\sum_iC_i'(V-V_i)^2+\tfrac12\sum_{i<j}C_{ij}'(V_i-V_j)^2 .\tag{10}$$

The second term uses $\psi_i-\psi_j=\phi_j-\phi_i=V_i-V_j$. It exists because the tip disturbs the field that runs between patches even when the tip carries no net charge. It is independent of $V$.

For an abrupt potential step at a shared edge, $C_{ij}$ itself diverges. Smoothing the step over a short fixed width removes the divergence. The large contribution comes from the immediate neighbourhood of the edge and does not depend on $z$, so $C_{ij}'$ has a finite limit.

Differentiating Eq. (10) with respect to $V$ gives $\sum_iC_i'(V-V_i)$. Comparison with Eq. (3) shows that $g_i=C_i'$.

### What the lock-in amplifier nulls

Let the bias be $V=V_{dc}+V_{ac}\sin\omega t$, slow enough for the field to be electrostatic at each instant. Then

$$(V-V_i)^2=(V_{dc}-V_i)^2+2(V_{dc}-V_i)V_{ac}\sin\omega t+\tfrac12V_{ac}^2(1-\cos2\omega t).\tag{11}$$

Inserting this in Eq. (10), the coefficient of $\sin\omega t$ is

$$F_\omega=V_{ac}\sum_iC_i'(V_{dc}-V_i),\tag{12}$$

and the coefficient of $\cos2\omega t$ is

$$F_{2\omega}=-\tfrac14V_{ac}^2\,C',\qquad C'=\sum_iC_i' .\tag{13}$$

The second harmonic measures the total gradient and contains no patch potential.

If the cantilever responds linearly, and its electrically driven motion is too small to change $C_i'$ appreciably, the oscillation at $\omega$ is proportional to $F_\omega$. The feedback loop adjusts $V_{dc}$ until this signal vanishes. For $C'\neq0$ this happens at

$$\boxed{V_0=\frac{\sum_iC_i'V_i}{\sum_iC_i'}=\sum_iw_iV_i,\qquad w_i=\frac{C_i'}{C'}}\tag{14}$$

or, for a continuous variation of the contact potential,

$$V_0=\frac{\int c'(\mathbf r)\,V_{cpd}(\mathbf r)\,dA}{\int c'(\mathbf r)\,dA}.\tag{15}$$

Substituting Eq. (14) in Eq. (12) gives the compact form

$$F_\omega=V_{ac}\,C'(V_{dc}-V_0).\tag{16}$$

For two regions, patch 1 beneath the tip and surround 2, we have $w_2=1-w_1$ and

$$V_0-V_1=(1-w_1)(V_2-V_1).\tag{17}$$

The null equals the potential beneath the tip when the surface is uniform, $V_1=V_2$, or when the patch carries all the weight, $w_1=1$. With more than two regions, the contributions of the others may also cancel by coincidence.

If all the weights are positive, $V_0$ lies between the lowest and highest patch potentials. If some are negative, this bound is lost, although the weights still sum to one.

### Why the gradient appears

The cycle-averaged tip charge, from Eq. (6), vanishes at $\sum_iC_iV_i/\sum_iC_i$. That is a capacitance-weighted average and in general a different voltage. A force is sensitive to how the charge changes with height, as the identity

$$\frac{\partial F}{\partial V}=\sum_iC_i'(V-V_i)=\frac{\partial Q}{\partial z}\tag{18}$$

shows. A distant part of the surface can hold much of the induced charge and yet contribute little to the force signal, if that charge hardly changes as the tip moves.

The same identity covers a Kelvin probe that detects current while the gap is vibrated at constant bias. Its current is $dQ/dt=\dot z\,\partial Q/\partial z$. For small vibrations and the same geometry, it vanishes at the same $V_0$.

### The force that remains at the null

The static force also has its vertex at $V_0$. Write $V-V_i=(V-V_0)-(V_i-V_0)$ in the first sum of Eq. (10). The cross term contains $\sum_iC_i'(V_i-V_0)$, which vanishes by Eq. (14). Hence

$$F=\tfrac12C'(V-V_0)^2+F_0,\tag{19}$$

$$F_0=\tfrac12\sum_iC_i'(V_i-V_0)^2+\tfrac12\sum_{i<j}C_{ij}'(V_i-V_j)^2 .\tag{20}$$

The null removes the force at the drive frequency. It does not remove the field over each patch, and $F_0$ is generally not zero on a patchy surface.

### Dependence on the gap

Differentiating $C'V_0=\sum_iC_i'V_i$ with respect to $z$ gives $C''V_0+C'\,dV_0/dz=\sum_iC_i''V_i$, and therefore

$$\frac{dV_0}{dz}=\frac1{C'}\sum_iC_i''(V_i-V_0).\tag{21}$$

For a uniform surface the right side is zero. Within the present assumptions, a null that drifts with gap therefore shows that the probe averages over unequal potentials. The converse does not follow, since the terms of Eq. (21) can cancel at a particular gap.

Suppose now that the gap itself oscillates with angular frequency $\Omega$. Each $C_i'$ becomes a Fourier series in harmonics $n\Omega$. In Eq. (12) the product of $\sin\omega t$ with such a harmonic has frequencies $|\omega\pm n\Omega|$. For $n\ge1$ these differ from $\omega$ unless $n\Omega=2\omega$. The static and second-harmonic terms of Eq. (11) can reach $\omega$ only if $n\Omega=\omega$ or $n\Omega=3\omega$. The patch-patch term of Eq. (10) can do so only if $n\Omega=\omega$. When these coincidences are avoided, or involve negligible harmonics, only the cycle mean $\langle C_i'\rangle$ survives:

$$V_0=\frac{\sum_i\langle C_i'\rangle V_i}{\sum_i\langle C_i'\rangle}.\tag{22}$$

The average is taken over the gradients, not over the nulls that would be found at each separate height.

## II. A spherical tip over a circular patch

The tip bias is $V$, the local contact potential is $V_i=\phi_t-\phi_i$, and $C_i(z)$ is the capacitance between the tip and patch $i$ at gap $z$. A prime means $d/dz$. The lock-in null is $V_0=\sum_iw_iV_i$ with $w_i=C_i'/C'$, Eq. (14). By reciprocity, $C_i$ is minus the charge induced on the area of patch $i$ by a tip at unit potential above a uniform grounded plane. The algebra remains in atomic units.

### Image charges

Let the tip be a sphere of radius $R$ with its centre at height $h=R+z=R\cosh\alpha$. A charge $q_1=R$ at the centre, $\zeta_1=h$, puts the isolated sphere at unit potential. To ground the plane, each charge $q_n$ at height $\zeta_n$ needs a mirror charge $-q_n$ at $-\zeta_n$. That mirror charge lies a distance $h+\zeta_n$ below the centre and disturbs the potential of the sphere. The disturbance is cancelled by a further charge inside the sphere, a distance $R^2/(h+\zeta_n)$ below the centre:

$$q_{n+1}=\frac{R\,q_n}{h+\zeta_n},\qquad \zeta_{n+1}=h-\frac{R^2}{h+\zeta_n}.\tag{23}$$

The solution is

$$q_n=\frac{R\sinh\alpha}{\sinh n\alpha},\qquad \zeta_n=R\sinh\alpha\coth n\alpha .\tag{24}$$

For $n=1$ it gives $R$ and $h$. For the next step, the addition formula gives

$$h+\zeta_n=R\,\frac{\cosh\alpha\sinh n\alpha+\sinh\alpha\cosh n\alpha}{\sinh n\alpha}=R\,\frac{\sinh(n+1)\alpha}{\sinh n\alpha},$$

which reproduces the charge recursion. The height recursion becomes $\zeta_{n+1}=R[\cosh\alpha-\sinh n\alpha/\sinh(n+1)\alpha]$. Writing $\sinh n\alpha=\sinh(n+1)\alpha\cosh\alpha-\cosh(n+1)\alpha\sinh\alpha$ turns this into $R\sinh\alpha\coth(n+1)\alpha$, as required.

A charge $q$ at height $\zeta$ and its mirror charge produce the normal field $-2q\zeta/(r^2+\zeta^2)^{3/2}$ at the plane. Dividing by $4\pi$ and reversing the sign gives the capacitance density

$$c(r)=\sum_n\frac{q_n\zeta_n}{2\pi(r^2+\zeta_n^2)^{3/2}} .\tag{25}$$

For a disc of radius $a$ centred beneath the tip, integration with $dA=2\pi r\,dr$ yields

$$C_1=\sum_nq_n\left(1-\frac{\zeta_n}{\sqrt{a^2+\zeta_n^2}}\right),\qquad C=\sum_nq_n .\tag{26}$$

The surround has $C_2=C-C_1$. The patch weight is $w_1=C_1'/C'$, where the derivative acts on both $q_n$ and $\zeta_n$.

The null bias has been shown to be an average of the patch contact potentials weighted by capacitance gradients, and image charges have given the capacitances for a spherical tip over a circular patch. It remains to find how the weights behave at small and large gaps, and to estimate the null over a gold grain, including the effect of the rest of the probe.
